# Kick-Out Diffusion in a Thin Wafer: The Error-Function Profile: a program that tests the result

```python
# Result under test: in a wafer of half thickness L, kick-out diffusion limited
# by self-interstitial outflow gives
#     erf(sqrt(ln(C/Cmid))) = |z|/L,
#     Cmid/Ceq = sqrt(pi*Dstar*t)/L,   Dstar = D_I*C_I_eq/Ceq,
# when sqrt(C_I_eq/Ceq) << Cmid/Ceq << 1 and away from the saturated faces.
# C: substitutional concentration; Ceq: its solubility; z: midplane distance.
# u = C/Ceq; tau = Dstar*t/L^2; I: self-interstitial; A_i: foreign interstitial.
import numpy as np
import mpmath as mp
import scipy.sparse as sp
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfinv


def wafer_mesh(n):
    """Half wafer, z/L from 0 to 1, refined at the face; returns Laplacian
    acting on a field minus its fixed face value."""
    z = 1 - (1 - np.linspace(0, 1, n + 1))**2
    h = np.diff(z)
    volume = np.r_[h[0] / 2, (h[:-1] + h[1:]) / 2]
    right = 1 / (h * volume)
    left = np.r_[0, 1 / (h[:-1] * volume[1:])]
    lap = sp.diags([left[1:], -(left + right), right[:-1]], [-1, 0, 1])
    return z[:-1], lap.tocsr()


def reduced_model(start, taus, n=200, vacancy=0.0, sink=0.0):
    """Substitutional equation with saturated faces; log(u) is integrated."""
    z, lap = wafer_mesh(n)

    def rate(t, y):
        with np.errstate(all="ignore"):
            u = np.exp(y)
            w = 1 / u
            return (-(lap @ (w - 1)) + vacancy * (lap @ (u - 1))
                    + sink * (w - 1)) / u

    sol = solve_ivp(rate, (0, taus[-1]), np.full(n, np.log(start)),
                    method="BDF", t_eval=taus, rtol=1e-7, atol=1e-9,
                    jac_sparsity=lap)
    assert sol.success
    return z, np.exp(sol.y.T)


def straightness_error(z, u, mid=None):
    """Largest departure of the erf plot from |z|/L for 0.1 <= z/L <= 0.9."""
    mid = u[0] if mid is None else mid
    plot = erf(np.sqrt(np.maximum(np.log(u / mid), 0)))
    keep = (z >= 0.1) & (z <= 0.9)
    return np.max(np.abs(plot - z)[keep])


def at_depths(z, u, depths):
    return 1 / CubicSpline(np.r_[z, 1], np.r_[1 / u, 1])(depths)


# Rough inputs in the regime of gold in silicon
temperature = 1273.0       # K
thickness = 0.05           # cm
L = thickness / 2
Ceq = 1e16                 # cm^-3
C_I_eq = 1e12              # cm^-3
D_I = 3e-6                 # cm^2/s
C_Ai_eq = 1e13             # cm^-3
D_Ai = 1e-4                # cm^2/s
t1, t4 = 3600.0, 14400.0   # s
dislocations = 100.0       # cm^-2, sink strength per line taken as one
activation_sum = 6.5       # eV, rough sum for D_I*C_I_eq and Ceq
furnace_error = 5.0        # K

Dstar = D_I * C_I_eq / Ceq
tau1 = Dstar * t1 / L**2
law_mid = np.sqrt(np.pi * tau1)
eps = C_I_eq / Ceq
u_start = (-eps + np.sqrt(eps**2 + 4 * eps)) / 2

# The separated solution must satisfy the nonlinear diffusion equation
mp.mp.dps = 35


def separated(z, tau):
    return mp.sqrt(mp.pi * tau) * mp.exp(mp.erfinv(z)**2)


residual = 0
for z0 in (0.2, 0.5, 0.8):
    z0, tau0 = mp.mpf(z0), mp.mpf("0.002")
    growth = mp.diff(lambda q: separated(z0, q), tau0)
    transport = -mp.diff(lambda q: 1 / separated(q, tau0), z0, 2)
    residual = max(residual, abs(growth / transport - 1))
assert residual < 1e-8
norm_integral = mp.quad(lambda w: 1 / mp.sqrt(-mp.log(w)), [0, 0.5, 1])
assert abs(norm_integral - mp.sqrt(mp.pi)) < 1e-6

# Approach to the law as the midplane becomes dilute relative to the faces
targets = np.array([0.01, 0.03, 0.1])
z, profiles = reduced_model(1e-3, targets**2 / np.pi)
limit_errors = np.array([straightness_error(z, u) for u in profiles])
limit_mid = profiles[:, 0] / targets
assert limit_errors[0] < 0.005
assert np.all(limit_errors[1:] > 2 * limit_errors[:-1])
assert abs(limit_mid[0] - 1) < 0.02

# Example in the reduced model, mesh test, and neglected defect channels
z, (base,) = reduced_model(u_start, [tau1])
_, (coarse,) = reduced_model(u_start, [tau1], n=100)
_, (with_vac,) = reduced_model(u_start, [tau1], vacancy=1.0)
_, (with_sink,) = reduced_model(u_start, [tau1], sink=dislocations * L**2)
reduced_mesh = coarse[0] / base[0] - 1
vac_shift = with_vac[0] / base[0] - 1
sink_shift = with_sink[0] / base[0] - 1
base_error = straightness_error(z, base)
assert abs(reduced_mesh) < 0.003
assert abs(base[0] / law_mid - 1) < 0.05 and base_error < 0.04
assert 0 < vac_shift < 0.1 and 0 < sink_shift < 0.1


def kinetic_model(n):
    """A_i <-> A_s + I with finite reaction rate and both mobile species."""
    zk, lap = wafer_mesh(n)
    exchange = 10 * Ceq    # cm^-3/s, fast compared with the anneal

    def rate(t, y):
        a, s, i = y.reshape(3, n)
        reaction = exchange * (a - s * i)
        da = D_Ai / L**2 * (lap @ (a - 1)) - reaction / C_Ai_eq
        di = D_I / L**2 * (lap @ (i - 1)) + reaction / C_I_eq
        return np.concatenate([da, reaction / Ceq, di])

    one = sp.identity(n)
    pattern = sp.bmat([[abs(lap), one, one], [one, one, one],
                       [one, one, abs(lap)]]).tocsc()
    initial = np.concatenate([np.zeros(n), np.zeros(n), np.ones(n)])
    sol = solve_ivp(rate, (0, t4), initial, method="BDF", t_eval=[t1, t4],
                    rtol=1e-7, atol=1e-9, jac_sparsity=pattern)
    assert sol.success
    return zk, sol.y.T.reshape(2, 3, n)


zk, states = kinetic_model(120)
_, coarse_states = kinetic_model(60)
a1, s1, i1 = states[0]
kinetic_mesh = coarse_states[0, 1, 0] / s1[0] - 1
mass_action_error = np.max(np.abs(s1 * i1 / a1 - 1))
supply_ratio = D_I * C_I_eq / (D_Ai * C_Ai_eq)
deficit = 1 - a1[0]
deficit_predicted = supply_ratio * (i1[0] - 1)
kinetic_error = straightness_error(zk, s1)
time_ratio = states[1, 1, 0] / s1[0]
assert abs(kinetic_mesh) < 0.01
assert mass_action_error < 1e-3
assert abs(deficit / deficit_predicted - 1) < 0.1
# These margins cover the separately sized storage, supply and face effects.
assert abs(s1[0] / law_mid - 1) < 0.15 and kinetic_error < 0.05
assert abs(time_ratio - 2) < 0.15


# Constant diffusivity with the same midplane value must not give the line
def constant_d(position, q):
    return sum((-1)**m * (erfc((2*m + 1 - position) * q)
                          + erfc((2*m + 1 + position) * q)) for m in range(4))


q_mid = brentq(lambda q: constant_d(0.0, q) - law_mid, 0.3, 5)
constant_error = straightness_error(z, constant_d(z, q_mid), law_mid)
assert constant_error > 0.2

recovered = (s1[0] * Ceq)**2 * thickness**2 / (4 * np.pi * Ceq * t1)
layer = L * erfc(np.sqrt(np.log(1 / law_mid))) * 1e4
thermal_shift = np.exp(activation_sum * charge / (2 * boltzmann)
                       * (1 / temperature
                          - 1 / (temperature + furnace_error))) - 1

print(f"Temperature of the parameter regime: {temperature:.0f} K")
print(f"Wafer thickness: {thickness*1e4:.0f} um")
print(f"Solubility Ceq: {Ceq:.1e} cm^-3")
print(f"Self-interstitial C_I_eq: {C_I_eq:.1e} cm^-3")
print(f"Self-interstitial D_I: {D_I:.1e} cm^2/s")
print(f"Foreign interstitial C_i_eq: {C_Ai_eq:.1e} cm^-3")
print(f"Foreign interstitial D_i: {D_Ai:.1e} cm^2/s")
print(f"Anneal times: {t1/3600:.0f} and {t4/3600:.0f} h")
print(f"Dstar: {Dstar:.2e} cm^2/s")
print(f"Input D_I*C_I_eq: {D_I*C_I_eq:.2e} cm^-1 s^-1")
print(f"Initial reaction level u0: {u_start:.5f} (dimensionless)")
print(f"Law Cmid/Ceq at 1 h: {law_mid:.4f} (dimensionless)")
print(f"Law Cmid at 1 h: {law_mid*Ceq:.3e} cm^-3")
print(f"Reduced-model Cmid at 1 h: {base[0]*Ceq:.3e} cm^-3")
print(f"Kinetic-model Cmid at 1 h: {s1[0]*Ceq:.3e} cm^-3")
print(f"Kinetic-model Cmid at 4 h: {states[1,1,0]*Ceq:.3e} cm^-3")
print(f"Kinetic Cmid ratio, 4 h to 1 h: {time_ratio:.3f} (dimensionless)")
print("Profile at 1 h: z/L; z in um; C in cm^-3 (law, reduced, kinetic);"
      " erf plot (kinetic)")
depths = np.array([0.25, 0.5, 0.75, 0.9])
reduced_values = at_depths(z, base, depths)
kinetic_values = at_depths(zk, s1, depths)
for p, ur, uk in zip(depths, reduced_values, kinetic_values):
    ul = law_mid * np.exp(erfinv(p)**2)
    plotted = erf(np.sqrt(np.log(uk / s1[0])))
    print(f"  {p:.2f}; {p*L*1e4:.1f}; {ul*Ceq:.3e}, {ur*Ceq:.3e}, "
          f"{uk*Ceq:.3e}; {plotted:.4f}")
print(f"Depth from face where law reaches Ceq: {layer:.2f} um")
print(f"Time at which law Cmid equals Ceq: {L**2/(np.pi*Dstar)/3600:.0f} h")
print(f"Recovered D_I*C_I_eq from kinetic Cmid: {recovered:.2e} cm^-1 s^-1")
print("Erf-plot errors below are maxima for 0.1 <= z/L <= 0.9, dimensionless")
print(f"Reduced model: {base_error:.4f}; kinetic model: {kinetic_error:.4f}")
print(f"Constant diffusivity, same Cmid: {constant_error:.4f}")
for target, ratio, error in zip(targets, limit_mid, limit_errors):
    print(f"Limit test, law Cmid/Ceq {target:.2f}: Cmid/law {ratio:.4f}, "
          f"erf-plot error {error:.4f}")
print(f"Equation residual: {float(residual):.1e} (relative)")
print(f"Normalizing integral: {float(norm_integral):.6f} (dimensionless)")
print(f"Mass-action error: {mass_action_error:.1e} (relative)")
print(f"Midplane C_I/C_I_eq: {i1[0]:.2f} (dimensionless)")
print(f"Supply ratio rho: {supply_ratio:.4f} (dimensionless)")
print(f"Midplane A_i deficit: {100*deficit:.2f} %, "
      f"predicted {100*deficit_predicted:.2f} %")
print(f"Interstitial storage term at law Cmid: {100*eps/law_mid**2:.2f} %")
print(f"Cmid shift, vacancy channel D_V*C_V_eq = D_I*C_I_eq: "
      f"{100*vac_shift:.2f} %")
print(f"Cmid shift, {dislocations:.0f} cm^-2 dislocations: "
      f"{100*sink_shift:.2f} %")
print(f"Rough activation-energy sum: {activation_sum:.1f} eV")
print(f"Cmid shift for furnace error +{furnace_error:.0f} K: "
      f"{100*thermal_shift:.1f} %")
print(f"Reduced mesh shift in Cmid, 100 vs 200 cells: {100*reduced_mesh:.4f} %")
print(f"Kinetic mesh shift in Cmid, 60 vs 120 cells: {100*kinetic_mesh:.4f} %")
print("PASS")
```

It prints:

```
Temperature of the parameter regime: 1273 K
Wafer thickness: 500 um
Solubility Ceq: 1.0e+16 cm^-3
Self-interstitial C_I_eq: 1.0e+12 cm^-3
Self-interstitial D_I: 3.0e-06 cm^2/s
Foreign interstitial C_i_eq: 1.0e+13 cm^-3
Foreign interstitial D_i: 1.0e-04 cm^2/s
Anneal times: 1 and 4 h
Dstar: 3.00e-10 cm^2/s
Input D_I*C_I_eq: 3.00e+06 cm^-1 s^-1
Initial reaction level u0: 0.00995 (dimensionless)
Law Cmid/Ceq at 1 h: 0.0737 (dimensionless)
Law Cmid at 1 h: 7.368e+14 cm^-3
Reduced-model Cmid at 1 h: 7.342e+14 cm^-3
Kinetic-model Cmid at 1 h: 6.886e+14 cm^-3
Kinetic-model Cmid at 4 h: 1.407e+15 cm^-3
Kinetic Cmid ratio, 4 h to 1 h: 2.044 (dimensionless)
Profile at 1 h: z/L; z in um; C in cm^-3 (law, reduced, kinetic); erf plot (kinetic)
  0.25; 62.5; 7.752e+14, 7.713e+14, 7.252e+14; 0.2524
  0.50; 125.0; 9.250e+14, 9.149e+14, 8.668e+14; 0.5025
  0.75; 187.5; 1.428e+15, 1.379e+15, 1.325e+15; 0.7473
  0.90; 225.0; 2.850e+15, 2.531e+15, 2.465e+15; 0.8898
Depth from face where law reaches Ceq: 5.59 um
Time at which law Cmid equals Ceq: 184 h
Recovered D_I*C_I_eq from kinetic Cmid: 2.62e+06 cm^-1 s^-1
Erf-plot errors below are maxima for 0.1 <= z/L <= 0.9, dimensionless
Reduced model: 0.0155; kinetic model: 0.0102
Constant diffusivity, same Cmid: 0.4699
Limit test, law Cmid/Ceq 0.01: Cmid/law 1.0019, erf-plot error 0.0014
Limit test, law Cmid/Ceq 0.03: Cmid/law 0.9975, erf-plot error 0.0051
Limit test, law Cmid/Ceq 0.10: Cmid/law 0.9879, erf-plot error 0.0227
Equation residual: 0.0e+00 (relative)
Normalizing integral: 1.772454 (dimensionless)
Mass-action error: 4.3e-06 (relative)
Midplane C_I/C_I_eq: 13.96 (dimensionless)
Supply ratio rho: 0.0030 (dimensionless)
Midplane A_i deficit: 3.84 %, predicted 3.89 %
Interstitial storage term at law Cmid: 1.84 %
Cmid shift, vacancy channel D_V*C_V_eq = D_I*C_I_eq: 1.28 %
Cmid shift, 100 cm^-2 dislocations: 1.38 %
Rough activation-energy sum: 6.5 eV
Cmid shift for furnace error +5 K: 12.3 %
Reduced mesh shift in Cmid, 100 vs 200 cells: 0.0002 %
Kinetic mesh shift in Cmid, 60 vs 120 cells: 0.0007 %
PASS
```
